Surface-limited carrier decay in a cylindrical silicon nanowire, part 2

A long wire of diameter d = 2R loses excess minority carriers, here electrons in p-type silicon, at its surface and in its bulk. We want the late decay lifetime and its relation to the simple formula d/(4S), which assumes a uniform density. The excess density n obeys

∂n/∂t = D∇²n − n/τ_b, −D ∂n/∂r = S n at r = R,

with uniform diffusivity D, constant surface recombination velocity S and constant bulk lifetime τ_b. The model assumes low injection, flat bands and a wire wide compared with the mean free path.

Write n = v exp(−t/τ_b), and use the scaled radius ρ = r/R and time s = Dt/R². Then

∂v/∂s = ∇²v for ρ < 1,

−∂v/∂ρ = b v at ρ = 1, with b = SR/D = Sd/(2D).

The slowest mode is v = φ(ρ) exp(−qs), with φ = J0(αρ) and q = α². It satisfies (ρφ′)′ = −qρφ and φ′(1) = −bφ(1). Here J0 and J1 = −J0′ are Bessel functions, and α is the one root of

α J1(α) = b J0(α)

between 0 and j01 = 2.40483, the first zero of J0. The surface-limited lifetime τ_s and the full lifetime τ_eff are

τ_s = R²/(Dα²) = d²/(4Dα²),

1/τ_eff = 1/τ_b + 1/τ_s.

A side-to-side imbalance, with angular form cos θ, has lifetime R²/(Dx²), where x is the lowest positive root of x J1′(x) + b J1(x) = 0.

The number h, defined by 1/q = 1/(2b) + h, gives the exact formula

τ_s = d/(4S) + h d²/(4D).

As a function of q, with the prime on h meaning a derivative with respect to q, it rises from h(0) = 1/8 and satisfies

q h′ = 1/4 − 2h + q h²,

1/8 < h < 1/j01².

The excess of τ_s over d/(4S), relative to d/(4S), is h Sd/D.

**2.3 Series and limits**

Write h as a series with terms h_n q^n. In q h′ + 2h = 1/4 + q h² the coefficient of q^n, for n ≥ 1, gives

(n + 2)h_n = Σ h_k h_(n−1−k), with k from 0 to n − 1.

Starting from h_0 = 1/8,

h = 1/8 + q/192 + q²/3072 + q³/46080 + ….

Direct division of the series of J0 and J1 in rational arithmetic gave the same first seven coefficients.

For large b the surface removes nearly every carrier that reaches it. Then d/(4S) is negligible beside the diffusion term, h tends to its upper bound, and

τ_s → d²/(4j01²D).

This limit is set by diffusion and contains no S. A measured lifetime in this regime carries little information on the surface.

The two-term formula d/(4S) + d²/(32D) replaces h by its lower bound, so it is also too short. Relative to the true τ_s its error is (h − 1/8)d²/(4D)/τ_s. Since τ_s exceeds h d²/(4D), this is less than 1 − 1/(8h), and hence less than 1 − j01²/8 = 0.28. The two-term formula is therefore never short by more than 28% of the true surface lifetime, even where d/(4S) alone fails completely.

**2.4 Decay from a uniform start**

Suppose that a short light pulse leaves the same excess density everywhere in the cross-section. Let v = 1 at s = 0, and let Θ(ρ) be the integral of v over all later times. Integrating ∂v/∂s = ∇²v over time gives 0 − 1 on the left, so

∇²Θ = −1, −Θ′(1) = bΘ(1).

The radial form is (ρΘ′)′ = −ρ. One integration, with no source on the axis, gives Θ′ = −ρ/2. The surface condition then gives Θ(1) = 1/(2b), and

Θ = (1 − ρ²)/4 + 1/(2b).

The average of 1 − ρ² over the disk is 1/2, so the average of Θ is 1/8 + 1/(2b). In physical units, the area under the decay curve of the carrier number, divided by its initial value, is

d/(4S) + d²/(32D)

when bulk recombination is absent. The two-term formula is thus exact for this area, though not for the late lifetime. The two quantities differ because the early decay is faster than the late one.

The initial profile can be split into a multiple of φ and a remainder orthogonal to φ. The multiple is c = ∫ρφ dρ/∫ρφ² dρ. It holds a fraction

W = 2(∫ρφ dρ)²/∫ρφ² dρ

of all carriers, because the uniform density has ∫ρ dρ = 1/2. Integrating (ρφ′)′ = −qρφ gives

∫ρφ dρ = −φ′(1)/q = bφ(1)/q.

For the other integral, differentiate ρ²(φ′² + qφ²) and replace ρ²φ″ by −ρφ′ − qρ²φ. All terms cancel except 2qρφ². Hence

∫ρφ² dρ = [φ′(1)² + qφ(1)²]/(2q) = φ(1)²(b² + q)/(2q).

Insertion gives

W = 4b²/[q(q + b²)].

For small b, q is near 2b and W tends to 1: the decay is then close to a single exponential. For b = 2, where α = 1.59945, W is still 0.95366.

**2.5 Evaluation and tests**

The bounds on h give a narrow bracket for the root. From 1/q = 1/(2b) + h,

2b/(1 + 2b/j01²) < q < 2b/(1 + b/4).

A bracketing root finder applied to αJ1(α) − bJ0(α) can start from the square roots of these two values. For very small b the bracket is so narrow that rounding may spoil the signs at its ends; the interval from near 0 to j01 is then safer. If h itself is wanted at small b, the series of section 2.3 avoids the subtraction of two large numbers in 1/q − 1/(2b).

The order of calculation is: b = Sd/(2D) with all lengths in one unit, then α, then τ_s = d²/(4Dα²), then the bulk rate. Using d in place of R in b doubles b, which for a thin wire halves the calculated lifetime.

The Bessel condition was tested against the diffusion equation itself, divided into 400 concentric shells and diagonalized. For b = 0.05, 0.5, 2, 10 and 50 the lowest rates agreed, with a largest relative difference of 2.0 × 10⁻⁶. In each of these cases the lowest mode of the form cos θ decayed faster. For b = 2 the same shells were evolved from a uniform start. After a time R²/D the remaining fraction agreed with W exp(−q) to within one part in 10⁴, and the integrated time was 0.37500 R²/D, as 1/4 + 1/8 requires.

**2.6 An oxidised wire**

Consider an etched p-type silicon wire with a thin oxide at 300 K, with

d = 100 nm, S = 10⁴ cm/s, D = 10 cm²/s, τ_b = 1000 ns.

These are rough values for such a wire, not data for one sample. The length that d must be compared with is

D/S = 10/10⁴ cm = 10 µm,

one hundred times the diameter. With d = 10⁻⁵ cm the simple formula gives

d/(4S) = 10⁻⁵/(4 × 10⁴) s = 0.250 ns.

For the full condition, b = 10⁴ × 10⁻⁵/(2 × 10) = 0.005 and α = 0.099938. Then

τ_s = (10⁻⁵)²/(4 × 10 × 0.099938²) s = 0.2503 ns.

The difference is 0.125% of d/(4S). It matches d²/(32D) = 0.3125 ps. The density drops by 0.25% from axis to surface, as b/2 predicts. In the diffusion model a side-to-side imbalance disappears with a lifetime of about 0.7 ps. The finite mean free path changes this by several per cent, in a direction that depends on how carriers scatter in the bulk and at the wall, but it stays far shorter than the main decay.

With S, D and τ_b held fixed, wider wires pass through the crossover:

- d = 1 µm: d/(4S) = 2.500 ns, τ_s = 2.531 ns, τ_eff = 2.525 ns.
- d = 10 µm: d/(4S) = 25.0 ns, τ_s = 28.2 ns, τ_eff = 27.5 ns.
- d = 100 µm: d/(4S) = 250 ns, τ_s = 631 ns, τ_eff = 387 ns.

In the last case Sd/D = 10 and h = 0.1526, so the excess is 153% of d/(4S). Bulk recombination also matters there, and the decay is no longer surface-limited. The excess reaches 10% at Sd/D = 0.776, which for these values of S and D is a diameter of 7.8 µm.

**2.7 Oxide charge and band bending**

Let the oxide hold a positive charge of σ = 10¹¹ elementary charges per cm², a rough value, and let the wire have a hole density p₀ = 10¹⁸ cm⁻³. The charge attracts electrons to the surface. Let u be the lowering of the electron energy in units of kT. In equilibrium the electron density varies as exp(u) and the hole density as p₀ exp(−u). With fixed acceptors of density p₀, Poisson's equation becomes

u″ + u′/r = [1 − exp(−u)]/L², L² = εkT/(e²p₀),

where e is the elementary charge and ε the permittivity of silicon. Charge balance sets the surface slope of the potential to eσ/ε, here 0.0155 MV/cm. The screening length is L = 4.09 nm. The solution gives a band bending of 6.91 meV at the surface, compared with kT = 25.85 meV.

When diffusion is fast, the excess electrons follow the same profile, n = A exp(u). The surface then removes 2πR S A exp(u_s) per unit length from a store πR²A⟨exp(u)⟩, where u_s is the surface value of u and the brackets denote the average over the cross-section. Hence

τ = [d/(4S)] ⟨exp(u)⟩/exp(u_s).

Here S is the bare value, referred to the density at the surface itself. The ratio of the lifetime to its flat-band value is 0.801. Diagonalizing the diffusion equation with drift included gave the same ratio to three digits. In this classical picture the lifetime falls from 0.25 ns to 0.20 ns.

These figures treat the oxide charge as an even sheet. At 10¹¹ cm⁻² single charges lie about 32 nm apart, much further than the screening length, so the real bending is patchy: strong near each charge and weak between them. Since exp(u) is convex, patches with the same average u give a higher average surface density than the even sheet in the classical picture. The difference need not be small. For randomly placed charges with linear screening at a flat surface, the classical average of exp(u) over the surface is roughly 1.4 if the charges lie 2 nm inside the oxide and roughly 2.5 if they lie 1 nm inside, against 1.31 for the even sheet; the wave nature of the electrons, discussed next, smooths such narrow peaks. The acceptors are not a smooth background either: at 10¹⁸ cm⁻³ they lie about 10 nm apart, also further than the screening length. The estimates of band bending here and in section 2.8 therefore belong to the even-sheet model, and the effect in a real oxide can be larger.

The picture is strained here, because the charged layer is only about 4 nm thick. The wave nature of the electrons smooths their density near a wall over a length ħ/√(2mkT), which is 1.3 to 2.8 nm for the electron masses of silicon. This weakens the gain at the surface. If capture is taken as proportional to the squared slope of the wave functions at a hard wall, the lifetime falls by roughly 12 to 16% instead of 20%, depending on the electron mass. If S was instead obtained from a measured lifetime through d/(4S), it already contains this factor, which must not be applied twice.

**2.8 The model beside a real wire**

The surface is the least certain input. S depends strongly on etching and oxide quality, and values ten times higher or lower than the one used here would not be unusual. At S = 10⁵ cm/s, with d and D unchanged, b is that of the 1 µm wire above, so d/(4S) is still within about 1.3%. Among the assumptions sized here, flat bands matter most in this example: giving them up moves the lifetime by 20% in the classical even-sheet estimate, and by somewhat less when the wave nature of the electrons is counted. The acceptors hold p₀R/2 = 2.5 × 10¹² charges per cm² of surface, far more than the oxide. At a doping near 2σ/R = 4 × 10¹⁶ cm⁻³ the two would be equal. The oxide charge could then deplete the whole wire, and neither the thin charged layer nor a constant S could be assumed.

The other neglected effects are smaller for these numbers.

- Wire ends: perfectly absorbing contacts 10 µm apart multiply the slowest mode by sin(πz/10 µm). This adds D(π/10 µm)² to the rate, or 2.5% of the surface rate.
- Confinement: a hard wall raises the lowest electron level by ħ²j01²/(2mR²) = 0.46 meV for the light mass of 0.19 electron masses, about 2% of kT. With capture taken as proportional to the squared slope of the wave functions at the wall, confinement shortens the lifetime by roughly 2 to 5%, depending on the mass.
- Statistics: the first degeneracy correction for holes is p₀/(√8 N_v) = 1.2%, with a rough density of states N_v = 3 × 10¹⁹ cm⁻³.
- Injection: 10¹⁶ cm⁻³ excess electrons are 1% of the holes.
- Bulk recombination: its rate is 0.025% of the surface rate.
- Diffusivity: halving D, as heating or heavier scattering might, lengthens τ_s by 0.125% if S is unchanged.

The mean free path needs separate comment. With a mean thermal speed v̄ = 2.1 × 10⁷ cm/s, the kinetic relation D = ℓv̄/3 gives ℓ = 14 nm, which is 14% of the diameter. The diffusion profile is therefore approximate near the surface, and so is the small correction d²/(32D). The leading term depends less on it, since it needs a nearly uniform density and a surface flux S n. That flux is 0.19% of the one-way thermal flux n v̄/4, so the surface hardly disturbs the electron velocities.

For design, d/(4S) may be used when Sd/D is well below 1, τ_b is much longer than the result, injection is low, and S is the effective value for the doping and oxide charge of the wire in question. The wire must also be wide enough for confinement to be weak: in the wall-slope picture of capture, and for the light electron mass, confinement raises the surface rate by about 11% at d = 50 nm and by about a third at 20 nm. Absorbing contacts must also be far apart: for a distance L between them, D(π/L)² must be small compared with 4S/d. In the example, contacts 1 µm apart would shorten the lifetime from 0.25 ns to 0.07 ns. The numerical output that follows gives further digits.

Table of computed values

```
first zero of J0: 2.40483
upper bound of h, 1/j01^2: 0.17292
largest relative rate error, Bessel vs grid: 2.0e-06
series of h in alpha^2: 1/8, 1/192, 1/3072, 1/46080
test b=2: alpha = 1.59945
test b=2: slowest-mode share = 0.95366
test b=2: integrated time = 0.37500 R^2/D
diameter: 100 nm
surface recombination velocity: 10000 cm/s
diffusivity: 10 cm2/s
D/S: 10.0 um
b = S R/D: 0.0050
alpha: 0.099938
lifetime from Bessel root: 0.25031 ns
lifetime d/(4S): 0.25000 ns
correction d^2/(32D): 0.3125 ps
relative excess over d/(4S): 0.1251 %
density drop, axis to surface: 0.250 %
slowest angular mode lifetime: 0.734 ps
bulk lifetime: 1000 ns
d=0.1 um: Sd/D=0.01, alpha=0.0999, h=0.1251
  d/(4S)=0.250 ns, tau_s=0.250 ns, with bulk=0.250 ns
d=1 um: Sd/D=0.10, alpha=0.3143, h=0.1255
  d/(4S)=2.500 ns, tau_s=2.531 ns, with bulk=2.525 ns
d=10 um: Sd/D=1.00, alpha=0.9408, h=0.1299
  d/(4S)=25.000 ns, tau_s=28.247 ns, with bulk=27.471 ns
d=100 um: Sd/D=10.00, alpha=1.9898, h=0.1526
  d/(4S)=250.000 ns, tau_s=631.415 ns, with bulk=387.035 ns
10% excess over d/(4S) at Sd/D = 0.7761
10% excess at diameter: 7.76 um
temperature: 300 K
hole density: 1.0e+18 cm^-3
oxide charge: 1.0e+11 cm^-2
Debye length: 4.09 nm
surface field: 0.0155 MV/cm
band bending at surface: 6.91 meV
lifetime ratio, bent/flat, bare S: 0.8008
quick estimate of that ratio: 0.8007
tau_s/tau_bulk: 0.0250 %
wire length: 10 um
added rate, absorbing ends: 2.47 %
mean thermal speed: 2.11e+07 cm/s
mean free path: 14.2 nm
S over kinetic limit v/4: 0.190 %
confinement energy: 0.464 meV
thermal energy kT: 25.85 meV
hole degeneracy p/(sqrt8 Nv): 1.18 %
excess electrons/holes: 1.0 %
lifetime change if D is halved: 0.125 %
```
